# Gamma-Point Supercells and Commensurate k-Points: Equivalence and Cost: a numerical check

```python
"""
Result under test: a Gamma-only calculation on an n-fold supercell of a perfect
crystal equals a primitive-cell calculation with the n commensurate k-points.
Dense linear algebra then costs n^3 (supercell) against n (k-points), and FFTs
cost about n^2 ln(n N) against n.

Model: 2D electron layer, square lattice constant A0, ions = Gaussian charges Z,
Coulomb kernel 2 pi/|G|, 2D local exchange, Fermi-Dirac smearing KT.
M      integer matrix; supercell vectors are the rows of M times A0; n = |det M|
kappa  k-point in units of the primitive reciprocal vectors
Internal units are Hartree atomic units; printed units are eV and angstrom.
The electrostatic energy is that of the net charge, electrons minus ions, and
includes the constant self-energy of each Gaussian ion.
"""
import time
import numpy as np
from scipy import fft
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import entr, expit

HA = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
A0, SIGMA = 4.0 / BOHR, 0.5 / BOHR
CUTOFF, KT = 120.0 / HA, 0.2 / HA
Z, NGRID = 3, 16
GMAX = np.sqrt(2 * CUTOFF)
B0 = 2 * np.pi / A0
assert NGRID * B0 > 4 * GMAX      # grid free of aliasing for the density


def cosets(M):
    """Integer vectors that are distinct modulo the lattice spanned by rows of M."""
    det = int(round(np.linalg.det(M)))
    adj = np.rint(det * np.linalg.inv(M)).astype(int)
    found = {}
    for t in np.ndindex((abs(det),) * len(M)):
        key = tuple((np.array(t) @ adj) % abs(det))
        found.setdefault(key, t)
    return np.array(list(found.values()))


def commensurate(M):
    """k-points kappa with M kappa = integer vector, folded into [0, 1)."""
    n = abs(int(round(np.linalg.det(M))))
    kappa = cosets(M.T) @ np.linalg.inv(M).T
    return (np.rint(kappa * n).astype(int) % n) / n


def reciprocal_points(M, k, radius):
    recip = 2 * np.pi * np.linalg.inv(M * A0).T
    m = np.array(list(np.ndindex(81, 81))) - 40
    q = m @ recip + k
    return q[np.linalg.norm(q, axis=1) <= radius]


def make_cell(M, kappas, weights=None, displacement=0.0):
    """Grid, ions and plane waves of the cell M with the given k-points."""
    sites = cosets(M).astype(float)
    grid = np.array(list(np.ndindex(NGRID, NGRID))) / NGRID
    points = A0 * (sites[:, None, :] + grid[None]).reshape(-1, 2)
    ions = A0 * sites
    ions[-1, 0] += displacement
    area = len(sites) * A0**2
    g = reciprocal_points(M, np.zeros(2), 2 * GMAX)
    g = g[np.linalg.norm(g, axis=1) > 1e-9]
    g2 = np.sum(g**2, axis=1)
    ion_g = Z / area * np.exp(-SIGMA**2 * g2 / 2)
    ion_g = ion_g * np.exp(-1j * g @ ions.T).sum(axis=1)
    waves = [reciprocal_points(M, B0 * np.array(k), GMAX) for k in kappas]
    if weights is None:
        weights = np.full(len(kappas), 1 / len(kappas))
    return dict(n=len(sites), points=points, area=area, ion_g=ion_g,
                kernel=2 * np.pi / np.sqrt(g2), phase=np.exp(1j * points @ g.T),
                waves=waves, weights=np.array(weights),
                phi=[np.exp(1j * points @ q.T) for q in waves])


def potential(cell, density):
    """Effective potential on the grid, and electrostatic + exchange energy."""
    rho_g = density @ cell["phase"].conj() / len(density) - cell["ion_g"]
    v = (cell["phase"] @ (cell["kernel"] * rho_g)).real
    v = v - 2 * np.sqrt(2 * density / np.pi)
    energy = 0.5 * cell["area"] * np.sum(cell["kernel"] * abs(rho_g)**2)
    exchange = -(4 / 3) * np.sqrt(2 / np.pi) * np.mean(density**1.5)
    return v, energy + cell["area"] * exchange


def hamiltonian(cell, v, i):
    phi, q = cell["phi"][i], cell["waves"][i]
    h = phi.conj().T @ (v[:, None] * phi) / len(v)
    return h + np.diag(np.sum(q**2, axis=1) / 2)


def scf_step(cell, v):
    """One pass: potential -> orbitals -> density -> new potential."""
    solved = [eigh(hamiltonian(cell, v, i)) for i in range(len(cell["phi"]))]
    eigs = [s[0] for s in solved]
    w = cell["weights"]
    electrons = Z * cell["n"]

    def excess(mu):
        return sum(wk * 2 * expit((mu - e) / KT).sum()
                   for wk, e in zip(w, eigs)) - electrons

    mu = brentq(excess, min(e[0] for e in eigs) - 1,
                max(e[-1] for e in eigs) + 1, xtol=1e-14)
    density, kinetic, entropy, filling = np.zeros(len(v)), 0.0, 0.0, []
    for i, (e, c) in enumerate(solved):
        f = expit((mu - e) / KT)
        use = f > 1e-15
        orbitals = cell["phi"][i] @ c[:, use]
        density += w[i] * 2 * (abs(orbitals)**2 @ f[use]) / cell["area"]
        q2 = np.sum(cell["waves"][i]**2, axis=1)
        kinetic += w[i] * 2 * np.sum(f * (q2 / 2 @ abs(c)**2))
        entropy += w[i] * 2 * np.sum(entr(f) + entr(1 - f))
        filling.append(2 * f.sum())
    v_new, interaction = potential(cell, density)
    free = (kinetic + interaction - KT * entropy) / cell["n"]
    return dict(v=v_new, F=free, density=density, eigs=eigs, mu=mu,
                filling=np.array(filling))


def converge(cell, ripple=None):
    """Self-consistency by Anderson mixing; ripple breaks the periodicity."""
    start = Z / A0**2 + 0.5 * (cell["phase"] @ cell["ion_g"]).real
    if ripple is not None:
        start = start * (1 + 0.1 * np.cos(cell["points"] @ ripple))
    v = potential(cell, np.maximum(start, 0))[0]
    vs, rs = [], []
    for iteration in range(1, 101):
        out = scf_step(cell, v)
        r = out["v"] - v
        if np.max(abs(r)) < 1e-9:
            out["iterations"] = iteration
            return out
        vs, rs = (vs + [v])[-8:], (rs + [r])[-8:]
        v = v + 0.3 * r
        if len(vs) > 1:
            dv, dr = np.diff(vs, axis=0).T, np.diff(rs, axis=0).T
            gamma = np.linalg.lstsq(dr, r, rcond=1e-12)[0]
            v = v - (dv + 0.3 * dr) @ gamma
    raise AssertionError("self-consistency not reached")


# Number of cosets against |det M| for random integer matrices in 2D and 3D
rng = np.random.default_rng(1)
checked = 0
while checked < 30:
    trial = rng.integers(-3, 4, size=(2 + checked % 2,) * 2)
    size = abs(int(round(np.linalg.det(trial))))
    if 1 <= size <= 12:
        assert len(cosets(trial)) == len(cosets(trial.T)) == size
        checked += 1

ONE = np.eye(2, dtype=int)
M = np.array([[3, 1], [0, 2]])
kappas = commensurate(M)
n = len(kappas)
prim = make_cell(ONE, kappas)
sup = make_cell(M, [(0, 0)])

# Plane-wave sets: disjoint union over k equals the supercell set
label = [set(map(tuple, np.rint(q * n / B0).astype(int))) for q in prim["waves"]]
label_sup = set(map(tuple, np.rint(sup["waves"][0] * n / B0).astype(int)))
assert set.union(*label) == label_sup
assert sum(map(len, label)) == len(label_sup)

# Two separate self-consistent calculations
res_k = converge(prim)
ripple = 2 * np.pi * np.linalg.inv(M * A0).T[0]
res_s = converge(sup, ripple)
levels_k = np.sort(np.concatenate(res_k["eigs"]))
levels_s = res_s["eigs"][0]
d_level = np.max(abs(levels_k - levels_s)) * HA
d_energy = abs(res_k["F"] - res_s["F"]) * HA
tiled = np.tile(res_k["density"], n)
d_density = np.max(abs(tiled - res_s["density"])) / BOHR**2
assert d_level < 1e-5 and d_energy < 1e-7 and d_density < 1e-6
assert np.ptp(res_k["filling"]) > 0.01     # electron number varies with k

# Block structure, perfect crystal and one displaced ion
q_label = np.rint(sup["waves"][0] * n / B0).astype(int) % n
other_k = np.any(q_label[:, None] != q_label[None], axis=2)
off_perfect = np.max(abs(hamiltonian(sup, res_s["v"], 0)[other_k])) * HA
moved = make_cell(M, [(0, 0)], displacement=0.1 / BOHR)
v_moved = potential(moved, res_s["density"])[0]
off_moved = np.max(abs(hamiltonian(moved, v_moved, 0)[other_k])) * HA
assert off_perfect < 1e-6 and off_moved > 1e-3

# Time reversal: keep one of each pair k, -k with doubled weight
pairs = {}
for k in np.rint(kappas * n).astype(int):
    key = min(tuple(k), tuple(-k % n))
    pairs[key] = pairs.get(key, 0) + 1 / n
reduced = make_cell(ONE, np.array(list(pairs)) / n, list(pairs.values()))
d_reduced = abs(converge(reduced)["F"] - res_k["F"]) * HA
assert d_reduced < 1e-7

# Same number of k-points, but shifted off the commensurate set
F_shift = converge(make_cell(ONE, kappas + np.array([0.1, 0.07])))["F"]
assert abs(F_shift - res_s["F"]) * HA > 1e-5

print("lattice constant %.1f A, ion width %.1f A" % (A0 * BOHR, SIGMA * BOHR))
print("cutoff %.0f eV, smearing kT %.1f eV" % (CUTOFF * HA, KT * HA))
print("electrons per cell %d, grid %d x %d" % (Z, NGRID, NGRID))
print("supercell matrix M =", M.tolist(), " n =", n)
print("k (kappa1, kappa2) | plane waves | lowest 3 levels, eV | electrons")
for k, q, e, f in zip(kappas, prim["waves"], res_k["eigs"], res_k["filling"]):
    print("%.4f %.4f | %d | %.4f %.4f %.4f | %.4f"
          % (*k, len(q), *(e[:3] * HA), f))
print("supercell plane waves: %d" % len(label_sup))
print("supercell Gamma, lowest 12 levels, eV:")
for row in (levels_s[:12] * HA).reshape(3, 4):
    print("  " + " ".join("%.4f" % x for x in row))
print("Fermi level, k-points: %.6f eV" % (res_k["mu"] * HA))
print("Fermi level, supercell: %.6f eV" % (res_s["mu"] * HA))
print("free energy per cell, k-points: %.8f eV" % (res_k["F"] * HA))
print("free energy per cell, supercell: %.8f eV" % (res_s["F"] * HA))
print("free energy per cell, k-points: %.8f hartree" % res_k["F"])
print("SCF passes: k-points %d, supercell %d"
      % (res_k["iterations"], res_s["iterations"]))
print("largest level difference (all levels): %.1e eV" % d_level)
print("free energy difference: %.1e eV" % d_energy)
print("largest density difference: %.1e per A^2" % d_density)
print("largest coupling between k blocks, perfect: %.1e eV" % off_perfect)
print("same, one ion moved by 0.1 A: %.4f eV" % off_moved)
print("k-points after time reversal: %d, energy change %.1e eV"
      % (len(pairs), d_reduced))
print("free energy, shifted k set: %.6f eV" % (F_shift * HA))

# The tiled primitive solution is a fixed point for several supercell shapes
print("shape M | n | free energy k-points, eV | fixed-point residual, eV")
for shape in ([[2, 0], [0, 2]], [[2, 1], [-1, 2]], [[3, 1], [0, 2]]):
    shape = np.array(shape)
    ks = commensurate(shape)
    small = converge(make_cell(ONE, ks))
    v_tiled = np.tile(small["v"], len(ks))
    big = scf_step(make_cell(shape, [(0, 0)]), v_tiled)
    residual = np.max(abs(big["v"] - v_tiled)) * HA
    assert residual < 1e-5 and abs(big["F"] - small["F"]) * HA < 1e-7
    print("%s | %d | %.6f | %.1e"
          % (shape.tolist(), len(ks), small["F"] * HA, residual))


def best_time(work, repeats=4):
    times = []
    for _ in range(repeats):
        t0 = time.perf_counter()
        work()
        times.append(time.perf_counter() - t0)
    return min(times)


# Measured cost: overlap matrices (bands x waves x bands) and 3D FFTs
BANDS, WAVES, FFT_BANDS, SIDE = 64, 400, 16, 24
sizes = np.array([2, 4, 8])


def random_orbitals(bands, waves):
    c = rng.standard_normal((waves, bands)) + 1j * rng.standard_normal((waves, bands))
    return np.ascontiguousarray(c.conj().T), c


table = []
for m in sizes:
    bra, ket = random_orbitals(m * BANDS, m * WAVES)
    t_sup = best_time(lambda: bra @ ket)
    blocks = [random_orbitals(BANDS, WAVES) for _ in range(m)]
    t_k = best_time(lambda: [b @ c for b, c in blocks], 12)
    box = np.ones((SIDE, SIDE, SIDE * m), dtype=complex)
    cube = np.ones((SIDE, SIDE, SIDE), dtype=complex)
    f_sup = best_time(lambda: [fft.fftn(box) for _ in range(m * FFT_BANDS)])
    f_k = best_time(lambda: [fft.fftn(cube) for _ in range(m * FFT_BANDS)])
    table.append((t_sup, t_k, f_sup, f_k))
table = np.array(table)
power = [np.polyfit(np.log(sizes), np.log(col), 1)[0] for col in table.T]
# Wide bounds: wall times carry cache effects and machine noise
assert 2.4 < power[0] < 3.6 and 0.6 < power[1] < 1.5
assert 1.5 < power[2] < 2.9 and 0.6 < power[3] < 1.5
assert power[0] - power[1] > 1.3 and power[2] - power[3] > 0.5

print("overlap test per cell: %d bands, %d plane waves" % (BANDS, WAVES))
print("FFT test per cell: %d bands, %d^3 grid" % (FFT_BANDS, SIDE))
print("n | overlap supercell, k-points | FFT supercell, k-points (ms)")
for m, row in zip(sizes, table * 1e3):
    print("%d | %.2f %.2f | %.2f %.2f" % (m, *row))
print("measured powers of n, overlap: supercell %.2f, k-points %.2f"
      % (power[0], power[1]))
print("measured powers of n, FFT: supercell %.2f, k-points %.2f"
      % (power[2], power[3]))
print("overlap time ratio at n = %d: %.1f (operation ratio n^2 = %d)"
      % (sizes[-1], table[-1, 0] / table[-1, 1], sizes[-1]**2))
print("PASS")
```

Running it gives:

```
lattice constant 4.0 A, ion width 0.5 A
cutoff 120 eV, smearing kT 0.2 eV
electrons per cell 3, grid 16 x 16
supercell matrix M = [[3, 1], [0, 2]]  n = 6
k (kappa1, kappa2) | plane waves | lowest 3 levels, eV | electrons
0.0000 0.0000 | 37 | -19.6880 -2.1918 -2.0853 | 2.0002
0.8333 0.5000 | 40 | -19.6074 -4.3241 -2.6658 | 3.4063
0.6667 0.0000 | 41 | -19.6439 -4.1726 -1.8903 | 3.0509
0.5000 0.5000 | 44 | -19.5625 -4.0093 -3.8923 | 3.0854
0.3333 0.0000 | 41 | -19.6439 -4.1726 -1.8903 | 3.0509
0.1667 0.5000 | 40 | -19.6074 -4.3241 -2.6658 | 3.4063
supercell plane waves: 243
supercell Gamma, lowest 12 levels, eV:
  -19.6880 -19.6439 -19.6439 -19.6074
  -19.6074 -19.5625 -4.3241 -4.3241
  -4.1726 -4.1726 -4.0093 -3.8923
Fermi level, k-points: -4.152245 eV
Fermi level, supercell: -4.152245 eV
free energy per cell, k-points: -6.74183968 eV
free energy per cell, supercell: -6.74183968 eV
free energy per cell, k-points: -0.24775804 hartree
SCF passes: k-points 13, supercell 27
largest level difference (all levels): 3.8e-09 eV
free energy difference: 1.8e-14 eV
largest density difference: 2.5e-10 per A^2
largest coupling between k blocks, perfect: 2.8e-09 eV
same, one ion moved by 0.1 A: 0.2732 eV
k-points after time reversal: 4, energy change 9.1e-15 eV
free energy, shifted k set: -6.711027 eV
shape M | n | free energy k-points, eV | fixed-point residual, eV
[[2, 0], [0, 2]] | 4 | -6.869926 | 1.4e-09
[[2, 1], [-1, 2]] | 5 | -6.682806 | 7.0e-09
[[3, 1], [0, 2]] | 6 | -6.741840 | 4.2e-10
overlap test per cell: 64 bands, 400 plane waves
FFT test per cell: 16 bands, 24^3 grid
n | overlap supercell, k-points | FFT supercell, k-points (ms)
2 | 2.22 0.58 | 12.23 5.73
4 | 17.66 1.20 | 63.66 12.45
8 | 124.10 2.56 | 257.92 25.79
measured powers of n, overlap: supercell 2.90, k-points 1.07
measured powers of n, FFT: supercell 2.20, k-points 1.08
overlap time ratio at n = 8: 48.5 (operation ratio n^2 = 64)
PASS
```
